# The Z-vector method for MP2 gradients

## The form of the answer

A correlated energy built on Hartree–Fock orbitals changes with a perturbation \(\lambda\) in two ways: its integrals change, and its orbitals rotate. Let the vector \(\kappa^\lambda\) hold the first-order occupied–virtual rotation angles. If the energy is unchanged by rotations within the occupied space and within the virtual space, as Lemma 3 shows for MP2 with all orbitals correlated, the orbital part of the energy derivative is a linear function of these angles alone, \(L\cdot\kappa^\lambda\), where \(L\) is an energy per unit angle. The angles respond linearly to the force \(\bar F^\lambda\) that \(\lambda\) exerts on the orbitals, through a stiffness matrix \(H\), so \(H\kappa^\lambda=-\bar F^\lambda\). The orbital part is therefore the scalar

\[
-L^{T}H^{-1}\bar F^\lambda .
\]

Angles are dimensionless, \(L\) and \(H\) are energies, and \(\bar F^\lambda\) is an energy per unit of \(\lambda\), so the dimensions agree. The scalar can be evaluated from the right, with one linear solve for every \(\lambda\), or from the left, with one solve for \(L^TH^{-1}\), which contains no \(\lambda\). The left evaluation is the Z-vector method. It rests on linearity and transposition. The symmetry \(H=H^T\) adds that both routes use the same matrix. What remains is to find \(L\), \(H\) and \(\bar F^\lambda\) with their signs and factors.

## Setting and theorem

Hartree atomic units are used. Orbitals are real; \(i,j,k\) are occupied, \(a,b,c\) virtual, and \(m,p,q,r,s\) general. Repulsion integrals are written \((pq|rs)\), with \(p,q\) belonging to electron 1 and \(r,s\) to electron 2. The closed-shell Fock matrix and energy are

\[
f_{pq}=h_{pq}+\sum_k\left[2(pq|kk)-(pk|qk)\right],
\]
\[
E_{\rm HF}=2\sum_i h_{ii}+\sum_{ij}\left[2(ii|jj)-(ij|ij)\right]+E_{\rm nuc}.
\]

At \(\lambda=0\) the orbitals are canonical, \(f_{pq}=\varepsilon_p\delta_{pq}\). With \(\Delta_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b\), the MP2 quantities are

\[
t_{ij}^{ab}=\frac{(ia|jb)}{\Delta_{ij}^{ab}},\qquad
\tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba},\qquad
E_2=\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb),
\]
\[
D_{ij}=-2\sum_{kab}\tilde t_{ik}^{ab}t_{jk}^{ab},\qquad
D_{ab}=2\sum_{ijc}\tilde t_{ij}^{ac}t_{ij}^{bc}.
\]

**Assumptions.** (i) The integrals are differentiable in \(\lambda\) and the basis is linearly independent. (ii) The RHF equations are satisfied, and no \(\Delta_{ij}^{ab}\) vanishes. (iii) The matrix \(H\) below is nonsingular. (iv) All orbitals are correlated.

Define

\[
A_{pq,rs}=4(pq|rs)-(pr|qs)-(ps|qr),
\]
\[
H_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+A_{ai,bj},
\]
\[
\begin{aligned}
L_{ck}={}&\sum_{ij}D_{ij}A_{ij,ck}+\sum_{ab}D_{ab}A_{ab,ck}\\
&+4\sum_{jab}\tilde t_{kj}^{ab}(ca|jb)-4\sum_{ijb}\tilde t_{ij}^{cb}(ik|jb).
\end{aligned}
\]

**Theorem.** Let \(z\) solve \(Hz=-L\). Then, for every such perturbation,

\[
\frac{dE_2}{d\lambda}=\sum_{ij}D_{ij}\bar F_{ij}+\sum_{ab}D_{ab}\bar F_{ab}
+2\sum_{ijab}\tilde t_{ij}^{ab}\,\overline{(ia|jb)}+\sum_{ai}z_{ai}\bar F_{ai},
\]
\[
\frac{dE_{\rm HF}}{d\lambda}=\sum_i(\bar h_{ii}+\bar F_{ii})+\frac{dE_{\rm nuc}}{d\lambda}.
\]

Barred quantities are derivatives in the orthonormal frame of Lemma 1. The vector \(z\) is the same for all \(\lambda\).

## Lemma 1: separating the basis from the rotation

If basis functions move, orbitals with fixed coefficients \(C\) lose orthonormality. Their overlap is \(M=C^TS(\lambda)C=1+\lambda S^\lambda+O(\lambda^2)\), which defines \(S^\lambda\). Set \(\bar C=CM^{-1/2}\). Then \(\bar C^TS\bar C=M^{-1/2}MM^{-1/2}=1\).

**Lemma 1.** Let a superscript \((\lambda)\) denote a derivative of the basis-function integrals, transformed with the fixed \(C\). In the frame \(\bar C\),

\[
\bar h=h^{(\lambda)}-\tfrac12(S^\lambda h+hS^\lambda),
\]
\[
\begin{aligned}
\overline{(pq|rs)}={}&(pq|rs)^{(\lambda)}-\tfrac12\sum_m\big[S^\lambda_{mp}(mq|rs)+S^\lambda_{mq}(pm|rs)\\
&+S^\lambda_{mr}(pq|ms)+S^\lambda_{ms}(pq|rm)\big],
\end{aligned}
\]
\[
\bar F_{pq}=\bar h_{pq}+\sum_k\left[2\overline{(pq|kk)}-\overline{(pk|qk)}\right].
\]

*Proof.* Since \(M^{-1/2}=1-\tfrac12\lambda S^\lambda+O(\lambda^2)\), each orbital index acquires a factor \(-\tfrac12 S^\lambda\) at first order. There are two indices in \(h\) and four in the repulsion integral. The Fock matrix is linear in both. ∎

Orthonormal orbitals near \(\bar C\) can be written \(\bar C e^{K}e^{B}\), where \(B\) is antisymmetric and mixes orbitals within the occupied or within the virtual space, while

\[
K_{ai}=\kappa_{ai},\qquad K_{ia}=-\kappa_{ai}.
\]

This is possible because the first-order part \(K+B\) covers every antisymmetric matrix. The factor \(e^B\) leaves the Hartree–Fock determinant unchanged, and Lemma 3 shows that it leaves \(E_2\) unchanged. We may set \(B=0\). To first order,

\[
\delta\phi_i=\sum_a\kappa_{ai}\phi_a,\qquad
\delta\phi_a=-\sum_i\kappa_{ai}\phi_i. \tag{1}
\]

## Lemma 2: orbital response and the symmetry of H

**Lemma 2.** The first-order angles \(\kappa^\lambda\) obey \(H\kappa^\lambda=-\bar F^\lambda\), where the right side contains the elements \(\bar F_{ai}\). Moreover \(H=H^T\), and \(4H\) is the Hessian of \(E_{\rm HF}\) with respect to \(\kappa\).

*Proof.* Rotation (1) changes \(f_{ai}\) through its two outer orbitals and through the density. The outer orbitals give

\[
\sum_c\kappa_{ci}f_{ac}-\sum_k\kappa_{ak}f_{ki}=(\varepsilon_a-\varepsilon_i)\kappa_{ai}.
\]

In the density part, each \(\phi_k\) occurs twice. For any \(p,q\) the change is

\[
\sum_{ck}\left[4(pq|ck)-(pc|qk)-(pk|qc)\right]\kappa_{ck}=\sum_{ck}A_{pq,ck}\kappa_{ck}. \tag{2}
\]

With \(pq=ai\) the sum of both parts is \((H\kappa)_{ai}\). The RHF condition at nonzero \(\lambda\) reads

\[
0=f_{ai}(\lambda)=\lambda\left[\bar F_{ai}+(H\kappa^\lambda)_{ai}\right]+O(\lambda^2),
\]

which is the coupled-perturbed Hartree–Fock (CPHF) equation. Because \(H\) is nonsingular, the implicit function theorem supplies a differentiable solution near \(\lambda=0\).

For the symmetry, write out

\[
A_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|ib).
\]

Exchanging \(ai\) with \(bj\) gives \(4(bj|ai)-(ba|ji)-(bi|ja)\). For real orbitals, the two orbitals of one electron may be exchanged, and so may the two electrons. The three integrals are therefore the original ones. The gap term is diagonal, so \(H=H^T\).

For the Hessian, insert (1) into \(E_{\rm HF}\). The one-electron part gives \(4h_{ai}\kappa_{ai}\), and the repulsion part gives \(4\sum_j[2(ai|jj)-(aj|ij)]\kappa_{ai}\), so

\[
\delta E_{\rm HF}=4\sum_{ai}f_{ai}\kappa_{ai}. \tag{3}
\]

Along the path \(e^{sK}\), a further step is again a rotation by \(K\), since \(e^{(s+ds)K}=e^{sK}e^{ds\,K}\). Hence \(dE_{\rm HF}/ds=4\sum f_{ai}(s)\kappa_{ai}\). Here \(f_{ai}(s)=s(H\kappa)_{ai}+O(s^2)\), because \(f_{ai}(0)=0\). Integration gives \(E_{\rm HF}(s)=E_{\rm HF}(0)+2s^2\kappa^TH\kappa+O(s^3)\). A Hessian \(G\) would give \(\tfrac12s^2\kappa^TG\kappa\), so \(G=4H\). ∎

Thus \(H\) measures the stiffness of the determinant. If its eigenvalues are all positive, the RHF state is a local minimum among real closed-shell determinants in the basis.

## Lemma 3: removing the amplitude response

The amplitudes \(t\) also depend on \(\lambda\). The Hylleraas functional makes their first-order change irrelevant:

\[
J[t]=2\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb)+\sum_{ij}D_{ij}f_{ij}+\sum_{ab}D_{ab}f_{ab},
\]

where \(D\) is computed from the trial \(t\), with \(t_{ij}^{ab}=t_{ji}^{ba}\).

**Lemma 3.** In canonical orbitals, \(J\) is stationary at the MP2 amplitudes and its value there is \(E_2\). The stationary value does not change when orbitals are rotated within the occupied space or within the virtual space.

*Proof.* In canonical orbitals the occupied part is

\[
\sum_iD_{ii}\varepsilon_i=-2\sum_{ikab}\tilde t_{ik}^{ab}t_{ik}^{ab}\varepsilon_i
=-\sum_{ikab}\tilde t_{ik}^{ab}t_{ik}^{ab}(\varepsilon_i+\varepsilon_k).
\]

The second equality averages the sum with its copy under \(i\leftrightarrow k\), \(a\leftrightarrow b\). The virtual part is likewise \(+\sum\tilde t\,t\,(\varepsilon_a+\varepsilon_b)\). Together,

\[
J[t]=\sum_{ijab}\tilde t_{ij}^{ab}\left[2(ia|jb)-\Delta_{ij}^{ab}t_{ij}^{ab}\right].
\]

Since \(\Delta_{ij}^{ab}=\Delta_{ij}^{ba}\), relabelling \(a\leftrightarrow b\) in the exchange term shows that \(\sum\Delta\,\tilde t\,\delta t=\sum\Delta\,\delta\tilde t\,t\). Therefore

\[
\delta J=2\sum_{ijab}\delta\tilde t_{ij}^{ab}\left[(ia|jb)-\Delta_{ij}^{ab}t_{ij}^{ab}\right].
\]

It vanishes at \(t=(ia|jb)/\Delta\). This point is unique, because the map \(t\to\tilde t\) multiplies the parts symmetric and antisymmetric in \(a,b\) by 1 and 3 and is invertible. There the bracket in \(J\) equals \((ia|jb)\), so \(J=\sum\tilde t\,(ia|jb)=E_2\).

Every occupied index in \(J\) is summed against another occupied index, and every virtual index against another virtual one. An orthogonal rotation within either space can thus be absorbed by rotating \(t\) in the same way. The stationary value is unchanged. ∎

At the stationary point \(dJ/d\lambda\) can be taken at fixed \(t\). The invariance also removes any need for derivatives of individual canonical orbitals, which would contain denominators \(\varepsilon_i-\varepsilon_j\) and \(\varepsilon_a-\varepsilon_b\).

## Lemma 4: the orbital gradient

**Lemma 4.** At fixed \(t\), rotation (1) changes \(J\) by \(\sum_{ck}L_{ck}\kappa_{ck}\).

*Proof.* In \(f_{ij}\), changing the outer orbitals brings in elements \(f_{cj}\), which vanish at the RHF solution. In \(f_{ab}\) it brings in \(f_{kb}\), which also vanish. The density change (2) remains and gives the two terms of \(L\) that contain \(D\).

In \((ia|jb)\) the first electron's orbitals contribute

\[
\sum_c\kappa_{ci}(ca|jb)-\sum_k\kappa_{ak}(ik|jb).
\]

The second electron contributes the same after summation with \(\tilde t\), because \(\tilde t_{ij}^{ab}=\tilde t_{ji}^{ba}\). This doubles the prefactor 2 in \(J\) to 4. In the first term the coefficient of \(\kappa_{ck}\) is found by renaming \(i\) as \(k\), and in the second by renaming \(a\) as \(c\). They are the last two terms of \(L\), and the minus sign comes from \(\delta\phi_a\) in (1). ∎

## Proof of the theorem

By Lemma 3, \(dE_2/d\lambda\) is the derivative of \(J\) at fixed \(t\). The integrals change explicitly in the orthonormal frame and through \(\kappa^\lambda\). Lemmas 1 and 4 give

\[
\frac{dE_2}{d\lambda}=\sum_{ij}D_{ij}\bar F_{ij}+\sum_{ab}D_{ab}\bar F_{ab}
+2\sum_{ijab}\tilde t_{ij}^{ab}\,\overline{(ia|jb)}+L\cdot\kappa^\lambda.
\]

Now use, in order, \(L=-Hz\), the symmetry of \(H\), and the CPHF equation:

\[
L\cdot\kappa^\lambda=-(Hz)\cdot\kappa^\lambda=-z\cdot(H\kappa^\lambda)=z\cdot\bar F^\lambda. \tag{4}
\]

This is the first formula. For the second, (3) with \(f_{ai}=0\) shows that \(E_{\rm HF}\) has no first-order orbital response. Its explicit derivative is \(2\sum_i\bar h_{ii}+\sum_{ij}[2\overline{(ii|jj)}-\overline{(ij|ij)}]\), which equals \(\sum_i(\bar h_{ii}+\bar F_{ii})\). ∎

## Remarks on meaning and range

**What symmetry contributes.** For a nonsymmetric response matrix \(M\) with \(M\kappa^\lambda=b^\lambda\), one solves \(M^Ty=L\) and obtains \(L\cdot\kappa^\lambda=y\cdot b^\lambda\). One solve still suffices. Such a matrix arises when each CPHF row is divided by its gap \(d_{ai}=\varepsilon_a-\varepsilon_i\), so that \(M=d^{-1}H\) and \(b^\lambda=-d^{-1}\bar F^\lambda\). Its transpose is \(Hd^{-1}\), a different matrix in general.

**Relaxed density.** Let a uniform field \(\mathcal F\) add \(+\mathcal Fx\) to the energy of each electron, with a basis that does not depend on the field. Then \(S^\lambda\) and the repulsion derivatives vanish, and \(\bar F_{pq}=\bar h_{pq}=x_{pq}\). The electronic part of \(d(E_{\rm HF}+E_2)/d\mathcal F\) is \(\sum_{pq}P_{pq}x_{pq}\), with

\[
P_{ij}=2\delta_{ij}+D_{ij},\qquad P_{ab}=D_{ab},\qquad P_{ai}=P_{ia}=\tfrac12z_{ai}.
\]

The factor \(\tfrac12\) appears because \(x_{ai}\) enters the sum twice. The vector \(z\) is thus the part of the density that describes how correlation relaxes the orbitals.

**Uncoupled limit.** If \(A_{ai,bj}\) is neglected in \(H\), then \(z_{ai}\approx-L_{ai}/(\varepsilon_a-\varepsilon_i)\).

**Failure.** Let \(Hu_n=\eta_nu_n\) with orthonormal \(u_n\). Then

\[
z\cdot\bar F^\lambda=-\sum_n\frac{(L\cdot u_n)(u_n\cdot\bar F^\lambda)}{\eta_n}.
\]

As some \(\eta_n\to0\), the RHF state approaches an instability and the response diverges unless a numerator vanishes too. Assumption (iv) matters as well: with frozen orbitals, \(E_2\) depends on rotations between frozen and correlated occupied orbitals, and these need conditions of their own.

**Cost.** One equation replaces the CPHF solves for any number of first derivatives. The derivative integrals and their contraction are still needed for each \(\lambda\).

## A worked model

Four electrons move in one dimension around four unit charges at \(X=0\), 1.8, 4.6 and 7.0 bohr. All interactions have the magnitude \(1/\sqrt{x^2+1}\), with the usual signs. Each centre carries two Gaussians, with exponents 0.25 and 1.0 bohr\(^{-2}\), that move with it. This gives two occupied and six virtual orbitals, hence 12 rotations. Integrals were evaluated by quadrature on a uniform grid, and the RHF equations were solved iteratively.

The energies are \(E_{\rm HF}=-2.78076\) and \(E_2=-0.04097\) hartree. The latter is MP2 in a small basis, not the full correlation energy of the model. Diagonalization of \(H\) gives a smallest eigenvalue of 0.427 hartree, so the state is a local minimum in the sense of Lemma 2, that is, among real closed-shell determinants. This test says nothing about rotations that make the two spins differ, and the theorem needs only that \(H\) be nonsingular.

Solving \(Hz=-L\) gives, for example, \(z_{32}=0.00815\), where 3 is the lowest virtual and 2 the highest occupied orbital. The signs of \(z_{32}\) and \(L_{32}\) both reverse if the arbitrary sign of either orbital is reversed; their ratio and the products \(z\cdot\bar F\) do not change. Here \(L_{32}=-0.003095\) hartree and the gap \(\varepsilon_3-\varepsilon_2\) is \(0.55143\) hartree. The uncoupled estimate is \(0.003095/0.55143=0.0056\), about 31% below the coupled value.

The same \(z\) serves four displacements and a uniform field. The contributions to \(dE_2/d\lambda\), in hartree/bohr for displacements and \(e\,\)bohr for the field, are:

| \(\lambda\) | explicit | \(z\cdot\bar F\) | sum |
|---|---:|---:|---:|
| \(X_1\) | 0.00335 | 0.00209 | 0.00544 |
| \(X_2\) | 0.01094 | −0.01676 | −0.00582 |
| \(X_3\) | 0.00048 | 0.01519 | 0.01567 |
| \(X_4\) | −0.01477 | −0.00052 | −0.01529 |
| field | −0.00368 | −0.01200 | −0.01568 |

For \(X_2\), leaving out the response term of this table would reverse the sign of the correlation gradient. For displacements, however, the split between the two columns belongs to the symmetric frame of Lemma 1. If the occupied orbitals are instead orthonormalized first, so that they take in no virtual admixture, the frame differs by the rotation \(\tfrac12S^\lambda_{ai}\), and \(\tfrac12\sum_{ai}L_{ai}S^\lambda_{ai}\) moves from the response to the explicit part. The explicit part for \(X_2\) then becomes \(-0.00517\) hartree/bohr, with the same sign as the total. The sum does not depend on the frame, and neither does the split for the field, where \(S^\lambda=0\). A four-point central difference of \(E_2\), with the orbitals reconverged at displacements of 0.002 and 0.004 bohr, gives \(-0.00582\) hartree/bohr, the value in the last column.

The response entries of the four displacements add to zero within rounding:

\[
0.00209-0.01676+0.01519-0.00052=0.00000.
\]

The reason is translation. When all centres and their basis functions move together without a field, no integral changes, so the four \(\bar F\) matrices sum to zero. The explicit entries cancel for the same reason.

The dipole moment is \(\mu=-dE/d\mathcal F\), where the field also contributes \(-\mathcal FX_A\) for each centre. Hartree–Fock gives \(-0.1123\,e\,\)bohr. Adding the two MP2 parts,

\[
\mu=-0.1123+0.0037+0.0120=-0.0966\ e\,\text{bohr}.
\]

Orbital relaxation supplies \(0.01200/0.01568\), or about 77%, of the MP2 correction in this model.

A conjugate-gradient solver preconditioned by the gaps, stopped at a relative residual of \(10^{-8}\), needed 8 products with \(H\) for \(z\) and 40 for the five CPHF equations. Translation makes one of those five redundant, so the comparison somewhat favours the Z-vector.

If the rows are divided by the gaps and the transpose is then omitted, the field response becomes \(-0.01496\) instead of \(-0.01200\,e\,\)bohr, an error of 25% relative to the correct response. For \(X_3\) the same omission changes the response by 0.2%. A small error for one perturbation therefore does not show that the adjoint equation was set up correctly.
